\section*{Thin-film transistor threshold shift at constant voltage and constant current}

\section*{The rate law and its meaning}

\textbf{Q.} Electrons get trapped in a thin-film transistor under gate bias, and its threshold drifts. People fit that drift with a stretched exponential in one experiment and a power law in another. Are these not two different trapping mechanisms?

\textbf{A.} They need not be. Take an n-channel device in the dark, with gate voltage $V_G$ and threshold $V_T(t)=V_{T0}+D(t)$, where $D(0)=0$. Time $t$ runs from the start of stress. The overdrive is
\begin{equation}
u=V_G-V_T=V_G-V_{T0}-D .
\end{equation}
I postulate one rate law for both experiments,
\begin{equation}
\frac{dD}{dt}=k\,t^{b-1}u,\qquad k>0,\quad 0<b<1, \label{rate}
\end{equation}
and change only what the external circuit holds fixed. Temperature is constant and trapped electrons stay trapped.

\textbf{Q.} Why should a trapping rate contain a voltage difference?

\textbf{A.} Because that difference measures the mobile charge. In atomic units the electron charge has magnitude one, and a dielectric of thickness $d$ and constant $\kappa$ has capacitance per area $C=\kappa/(4\pi d)$. Above threshold, the sheet densities of mobile and trapped electrons are
\begin{equation}
n=Cu,\qquad N=CD=\frac{\kappa D}{4\pi d}, \label{charge}
\end{equation}
if the trapped charge sits at the channel interface. Their sum is $C(V_G-V_{T0})$. At fixed $V_G$, each trapped electron therefore removes one mobile electron. Multiplying (\ref{rate}) by $C$ gives $dN/dt=k\,t^{b-1}n$: capture proportional to the electrons available, with a coefficient that falls as the stress ages. The age dependence is an input. The equation does not identify its microscopic cause, nor does it say how to restart the clock after a pause.

\textbf{Q.} Your coefficient is infinite at $t=0$. Does that not ruin the initial condition?

\textbf{A.} The rate diverges, but its time integral does not. Define
\begin{equation}
s(t)=\int_0^t k\,t'^{\,b-1}dt'=\frac{k}{b}t^b
=\left(\frac{t}{\tau}\right)^b,\qquad
\tau=\left(\frac{b}{k}\right)^{1/b}. \label{clock}
\end{equation}
The lower limit contributes zero because $b>0$. Since $ds/dt=k\,t^{b-1}$, the chain rule gives $dD/dt=k\,t^{b-1}\,dD/ds$. Cancelling the common factor in (\ref{rate}) leaves
\begin{equation}
\frac{dD}{ds}=u, \label{simple}
\end{equation}
which is regular at $s=0$.

\section*{Two ways to drive the device}

\textbf{Q.} Then hold the gate voltage fixed. What follows?

\textbf{A.} With $V_G$ constant, $du/ds=-dD/ds=-u$. Separating variables and integrating from $u(0)=u_0$,
\begin{equation}
\int_{u_0}^{u}\frac{du'}{u'}=-\int_0^s ds'
\quad\Longrightarrow\quad \ln\frac{u}{u_0}=-s
\quad\Longrightarrow\quad u=u_0e^{-s}.
\end{equation}
The shift is the overdrive that has been lost, $D=u_0-u$:
\begin{equation}
D_V=u_0\left\{1-\exp\left[-\left(\frac{t}{\tau}\right)^b\right]\right\}. \label{cv}
\end{equation}
It saturates at $u_0$, where the threshold has reached the gate voltage and no mobile charge remains in this model. At $t=\tau$ the overdrive is $u_0/e$. For $b=1$ the same steps give an ordinary exponential.

\textbf{Q.} Now fix the current. The traps still fill, so why would the result not saturate again?

\textbf{A.} First see what the current fixes. Let $V$ be the channel potential, zero at the source and $V_D$ at the drain. With constant mobility $\mu$, width $W$ and length $L$, the current obeys $I\,dx=W\mu C(u-V)\,dV$ for a uniform threshold. Integrating along the channel,
\begin{equation}
I=\frac{W}{L}\mu C\int_0^{V_D}(u-V)\,dV
=\frac{W}{L}\mu C V_D\left(u-\frac{V_D}{2}\right). \label{current}
\end{equation}
At fixed $V_D<u$, this increases with $u$, so one current corresponds to one overdrive. The circuit must raise $V_G$ by exactly $D$ to keep $u=u_0$. Equation (\ref{simple}) becomes $dD/ds=u_0$, and hence
\begin{equation}
D_I=u_0s=u_0\left(\frac{t}{\tau}\right)^b. \label{cc}
\end{equation}
The rate still falls with time, as $t^{b-1}$, but the shift has no upper limit within the model. The circuit replaces every mobile electron that is trapped. The argument also holds for a mobility that depends on $u$, provided that current remains an unchanging, increasing function of $u$. If stress degrades the mobility itself, fixed current no longer means fixed overdrive.

\textbf{Q.} If the mechanism is the same, the two curves should agree at first.

\textbf{A.} They do. For equal $u_0$, $k$ and $b$, eliminating $s=D_I/u_0$ gives
\begin{equation}
D_V=u_0\left(1-e^{-D_I/u_0}\right).
\end{equation}
Expanding the exponential for small $s$,
\begin{equation}
1-\frac{D_V}{D_I}=1-\frac{1-e^{-s}}{s}
=\frac{s}{2}-\frac{s^2}{6}+\cdots .
\end{equation}
A short experiment can therefore fail to distinguish the laws. The local exponent at fixed voltage follows from $ds/d\ln t=bs$:
\begin{equation}
\frac{d\ln D_V}{d\ln t}
=bs\,\frac{u_0e^{-s}}{u_0(1-e^{-s})}
=\frac{bs}{e^s-1}. \label{slope}
\end{equation}
It starts at $b$ and falls towards zero. A power law fitted to a late part of that curve would return an exponent below $b$.

\section*{A device with numbers}

\textbf{Q.} How long must one wait to see the difference?

\textbf{A.} Take rough typical values for an amorphous In--Ga--Zn--O transistor on 200 nm of silicon dioxide: $\kappa=3.9$, $\mu=10$ cm$^2$/Vs, $W=100$ $\mu$m, $L=10$ $\mu$m and 300 K. Let $V_G=21$ V initially, $V_{T0}=1$ V and $V_D=0.1$ V. Then $u_0=20$ V and $C=17.27$ nF/cm$^2$. Equation (\ref{current}) gives
\begin{equation}
I=10\times10\times(17.27\times10^{-9})\times0.1\times19.95\ \mathrm{A}
=3.445\ \mu\mathrm{A}.
\end{equation}
With $b=0.4$ and $\tau=10^7$ s, the ideal laws give:
\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $s$ & $D_V$ (V) & $D_I$ (V)\\
$10^3$ & 0.025 & 0.50 & 0.50\\
$10^4$ & 0.063 & 1.22 & 1.26\\
$10^5$ & 0.158 & 2.93 & 3.17\\
$10^6$ & 0.398 & 6.57 & 7.96\\
$10^7$ & 1.000 & 12.64 & 20.00\\
$10^8$ & 2.512 & 18.38 & 50.24
\end{tabular}
\end{center}
For example, at $10^4$ s, $s=(10^{-3})^{0.4}=0.0631$, so $D_I=20\times0.0631=1.26$ V. The fixed-voltage shift falls 10 percent below the fixed-current shift at $s=0.215$, or $2.1\times10^5$ s. By (\ref{slope}), its local exponent is 0.369 at $10^5$ s and 0.233 at $10^7$ s.

\textbf{Q.} Does the original singular equation really give these values?

\textbf{A.} Direct integration of (\ref{rate}) in $\ln t$, started with $D=0$ at $10^{-20}\tau$, agrees with both columns to $2\times10^{-7}$ V. That residue has the size of the omitted initial piece, $u_0(10^{-20})^{0.4}=2\times10^{-7}$ V.

\section*{What can stop the growth}

\textbf{Q.} No power supply can raise the gate for ever.

\textbf{A.} Suppose it stops at $V_{\max}=30$ V. The available rise is 9 V, so
\begin{equation}
s_r=\frac{V_{\max}-V_G(0)}{u_0}=\frac{9}{20}=0.45,\qquad
t_r=\tau s_r^{1/b}=1.36\times10^6\ \mathrm{s},
\end{equation}
or 15.7 days. The trapped density is then $9.7\times10^{11}$ cm$^{-2}$, from (\ref{charge}). Afterwards $V_G$ is fixed, so $du/ds=-u$ with $u(s_r)=u_0$, and
\begin{equation}
u=u_0e^{-(s-s_r)}.
\end{equation}
At $10^7$ s this gives $20e^{-0.55}=11.5$ V. The current is no longer held, and the shift approaches $V_{\max}-V_{T0}=29$ V.

\textbf{Q.} You still have not run out of traps. ``Trap filling'' suggests that you should.

\textbf{A.} Equation (\ref{rate}) assumes an unlimited supply of them. Its factor $u$ counts mobile electrons, not empty traps. For a finite supply, let $D_{\max}$ be the shift when all traps are full and multiply the rate by the empty fraction $y=1-D/D_{\max}$. At fixed overdrive,
\begin{align}
\frac{dD}{ds}&=u_0y,\qquad
\frac{dy}{ds}=-\frac{1}{D_{\max}}\frac{dD}{ds}
=-\frac{u_0}{D_{\max}}y,\\
y&=e^{-u_0s/D_{\max}},\qquad
D=D_{\max}\left(1-e^{-u_0s/D_{\max}}\right).
\end{align}
Now even the constant-current shift saturates. An assumed supply of $10^{13}$ cm$^{-2}$ gives $D_{\max}=92.8$ V. At $t_r$ the shift is 4.7 percent below (\ref{cc}).

\textbf{Q.} And if the traps release electrons?

\textbf{A.} Add $-D/\tau_r$ to the rate, with release time $\tau_r$. For $t\ll\tau_r$, write $D=D_I+\delta$ and put $D_I$ in the small loss term:
\begin{equation}
\frac{d\delta}{dt}=-\frac{u_0t^b}{\tau_r\tau^b}
\quad\Longrightarrow\quad
\delta=-\frac{u_0t^{b+1}}{(1+b)\tau_r\tau^b},\qquad
\frac{-\delta}{D_I}=\frac{t}{(1+b)\tau_r}.
\end{equation}
For an assumed $\tau_r=10^7$ s, this predicts a loss of 0.714 percent at $10^5$ s; integration of the full equation gives 0.711 percent. At $t_r$ the full loss is 9.2 percent.

For $t\gg\tau_r$, capture and release nearly balance, because a power-law $D$ has $|dD/dt|\sim D/t\ll D/\tau_r$. Thus
\begin{equation}
D\simeq \tau_r k u_0t^{b-1}.
\end{equation}
This decreases for $b<1$: in this model the shift passes through a maximum and then recovers even under stress. That behaviour comes from pairing an ageing capture coefficient with a single release time that does not age, and it need not occur if release slows with age as well. The last two rows of the table therefore belong to the irreversible model and would not survive this release time.

\section*{The channel is not uniform}

\textbf{Q.} Electrons are scarcer near the drain. How can one threshold describe the whole channel?

\textbf{A.} It can when $V_D\ll u_0$. To find the correction, let trapping follow the local overdrive $q=V_G-V_T(x)-V$. Initially $q=u_0-V$, so after a small $s$ the local threshold has risen by $s(u_0-V)$. Movement of the potential profile changes this rise at order $s^2$. If the gate rises by $G$, holding the current at fixed $V_D$ requires the change in $\int q\,dV$ to vanish:
\begin{equation}
0=\int_0^{V_D}\left[G-s(u_0-V)\right]dV
=GV_D-s\left(u_0V_D-\frac{V_D^2}{2}\right).
\end{equation}
Dividing by $V_D$,
\begin{equation}
G=s\left(u_0-\frac{V_D}{2}\right)\qquad\text{(first order in }s). \label{gate}
\end{equation}
For $V_D=0.1$ V the prefactor is 19.95 V, 0.25 percent below $u_0$. As $V_D$ approaches $u_0$, the edge of saturation, the early gate shift tends to $u_0s/2$, half the uniform-channel result.

\textbf{Q.} That is an early-time argument. Does it last?

\textbf{A.} At small drain voltage it does over the range examined. A channel-resolved calculation, with the gate adjusted to hold the current, gives 19.950 V at $s=1$ for $V_D=0.1$ V. For $V_D=15$ V it gives an early slope of 12.50 V per unit $s$, as (\ref{gate}) predicts, but a shift of 12.80 V at $s=1$. That is 2.4 percent above the linear extrapolation, so the strict power law with a constant prefactor is then an approximation.

\section*{How far to trust the example}

\textbf{Q.} Would the oxide survive your 50 V shift?

\textbf{A.} Estimating the field as $V_G/d$ gives 1.05 MV/cm at the start and 1.50 MV/cm at the 30 V limit. The 50 V shift would need 71 V on the gate, or 3.6 MV/cm, which is still below a rough short-term breakdown field of 5 MV/cm, although slow wear-out over years of stress can occur at lower fields. With an unlimited supply, the rate law would reach 5 MV/cm at 100 V, after $3.1\times10^8$ s. That time is only a formal extrapolation: somewhere between about 80 and 90 V, depending on the electron supply and the image-force lowering assumed, the estimated tunnelling current begins to exceed the trapping current, and the rate law leaves tunnelling out. At 30 V, for a 3.0 eV barrier and a mass of $0.42\,m_e$, the zero-temperature Fowler--Nordheim formula gives a current of order $10^{-60}$ A/cm$^2$. At 300 K thermally excited electrons tunnel through the thinner upper part of the barrier and raise the estimate to about $10^{-38}$ A/cm$^2$ if the barrier is measured from the Fermi level, or about $10^{-37}$ A/cm$^2$ if it is measured from the channel band edge. Image-force lowering multiplies this by a factor between about 4 and 90, depending on the dielectric constants used for the image term. The trapping current is $4.6\times10^{-14}$ A/cm$^2$, so this tunnelling channel is still negligible; leakage through oxide defects is not included in that estimate.

\textbf{Q.} You also treated the channel as a classical capacitor plate.

\textbf{A.} A one-subband, triangular-well estimate with isotropic mass $0.34\,m_e$ and channel dielectric constant 10 puts the Fermi level 6 meV below the subband edge initially, with a confinement energy of 0.13 eV. Including screening and the higher subbands, which hold about 30 percent of the electrons, changes these values to about 17 to 18 meV and 0.11 eV for an undoped film 20 nm thick or more; a 10 nm film gives about 14 meV, with about 20 percent in the higher subbands. Either way the electrons are on the border of degeneracy. As the overdrive falls from $u_0$ to $u_0/e$ at fixed voltage, the surface potential changes by about 0.09 V, or 0.5 percent of $u_0$. At fixed current in a uniform channel the mobile charge is constant, so this change is absent.

\textbf{Q.} Which assumption would worry you most in a real device?

\textbf{A.} Temperature and release. The chosen mobility, oxide thickness and stress voltage are plausible for In--Ga--Zn--O test transistors, but $\tau$ depends strongly on processing, and the value here is a rough choice. If $\tau$ is thermally activated with a rough energy of 0.8 eV, going from 300 to 333 K shortens it by a factor of about 20. At fixed $b$ and $u_0$, (\ref{cc}) then multiplies the shift at a given time by $20^{0.4}$, or about 3. Self-heating, estimated by heat spreading into glass of conductivity 1 W/(m K), is about 5 mK and does not matter here. Release costs about 9 percent at $t_r$ for the assumed release time, and more if release is faster. A transistor driving a light-emitting pixel normally works in saturation, where the early prefactor is nearer $u_0/2$ and the power law holds only at early times. If the channel stays pinched off, the same model gives a gate rise $G=u_0(\beta-1)$ with $\beta^2/2+\ln\beta-1/2=s$, so that $G/(u_0s)$ is 0.486 at $s=1$ and the local exponent falls from $b$ towards $b/2$. Illumination, mobile ions and creation of new defects can require a different rate law. The numerical output below lists further inputs and intermediate values; it does not include the thermally assisted tunnelling estimate or the estimate with screening and several subbands.

\textbf{Q.} So an unsaturated curve does not prove that the traps are inexhaustible?

\textbf{A.} No. It shows that exhaustion has not become visible in the measured range. To test the common rate law, stress matched devices in both ways from the same $u_0$, at the same temperature and small $V_D$, and ask whether one pair $(b,\tau)$ fits both curves. The test needs times at which $s$ is no longer small, while release and the supply limit are still unimportant.

\section*{Values computed for the example and the checks}
\begin{verbatim}
exponent b = 0.40; tau = 1.00e+07 s
rate coefficient k = 6.340e-04 s^-b
initial gate voltage, threshold = 21.0, 1.0 V
initial overdrive = 20.0 V
oxide thickness = 200 nm; kappa = 3.9
mobility = 10 cm2/Vs; temperature = 300 K
width, length = 100, 10 um
drain voltage = 0.10 V; current = 3.445 uA
capacitance = 17.27 nF/cm2
t (s) | s | shift fixed V_G (V) | shift fixed I (V) | u/u0 fixed V_G
1e+03 | 0.0251 | 0.496 | 0.502 | 0.9752
1e+04 | 0.0631 | 1.223 | 1.262 | 0.9389
1e+05 | 0.1585 | 2.931 | 3.170 | 0.8534
1e+06 | 0.3981 | 6.568 | 7.962 | 0.6716
1e+07 | 1.0000 | 12.642 | 20.000 | 0.3679
1e+08 | 2.5119 | 18.378 | 50.238 | 0.0811
largest integration difference, fixed V_G = 2.0e-07 V
largest integration difference, fixed I = 2.0e-07 V
local exponent, fixed V_G, 1e5 s = 0.3691
local exponent, fixed V_G, 1e7 s = 0.2328
10 percent gap: s = 0.2146, time = 2.132e+05 s
supply rail = 30.0 V; s there = 0.450
time to rail = 1.358e+06 s = 15.7 days
shift at rail = 9.00 V
trapped density at rail = 9.699e+11 cm^-2
overdrive with rail at 1e7, 1e8 s = 11.539, 2.544 V
channel model, V_D = 0.1 V, s = 1: shift = 19.9500 V
channel model, V_D = 15 V: early dV_G/ds = 12.501 V
channel model, V_D = 15 V, s = 1: shift = 12.804 V
assumed trap supply = 1.0e+13 cm^-2
shift if all traps fill = 92.80 V
finite-supply loss at rail time = 4.70 percent
assumed release time = 1.0e+07 s
release loss at 1e5 s = 0.711 percent
first-order release loss at 1e5 s = 0.714 percent
release loss at rail time = 9.18 percent
oxide field at start, rail = 1.05, 1.50 MV/cm
assumed breakdown field = 5.0 MV/cm
time to breakdown without rail = 3.10e+08 s
tunnel barrier = 3.0 eV; mass = 0.42 m_e
log10 tunnel current at rail (A/cm2) = -60.2
trapping current at rail = 4.58e-14 A/cm2
channel mass = 0.34 m_e; kappa = 10
Fermi level minus subband at start = -0.0058 eV
confinement energy at start = 0.1296 eV
surface potential change, u0 to u0/e = 0.0940 V
assumed activation energy = 0.80 eV
tau shortening, 300 to 333 K = factor 21.5
glass conductivity = 1.0 W/(m K)
self-heating = 4.83e-03 K
\end{verbatim}
